# Bulk Modulus of Hollow Spheres Made of an Incompressible Solid, part 1

(Sections cited here and not found follow in the second part.)

A porous dielectric film is made of a rubber that changes its shape far more easily than its volume. How strongly does the film resist a uniform pressure? The problem answers this for one definite pore geometry and then asks what changes in a real film.

The solid is isotropic and linearly elastic, with shear modulus \(G\), and at first it is taken as incompressible. It forms hollow spheres of outer radius \(b\) and pore radius \(a\). Spheres of many sizes, bonded where they touch, fill space, with ever smaller ones in the gaps. All have the same ratio \(a/b\), so each sphere, and the whole material, has the porosity

\[
p=\frac{a^3}{b^3},\qquad 0<p<1 .
\]

Stress is positive in tension and is measured from the unloaded state, in which the pores and the surroundings are at the same pressure. In the first half the pore pressure does not change under load: the pores are empty, or they are vented and the load is slow. Strains are small until part (j).

## I. From one hollow sphere to the assemblage

### (a) How can an incompressible shell move?

A single hollow sphere is loaded by a uniform normal stress on its outer surface. Find the form of its radial displacement \(u(r)\) and the strains.

**Solution.** Sphere and load look the same from every direction, so we seek a purely radial displacement that depends on \(r\) alone. A short radial fibre between \(r\) and \(r+dr\) changes its length by \(u(r+dr)-u(r)=u'\,dr\). A circle of radius \(r\) about the centre becomes one of radius \(r+u\), so its circumference changes by the fraction \(u/r\). The radial strain and the two equal hoop strains are therefore

\[
\varepsilon_r=u',\qquad \varepsilon_t=\frac{u}{r}.
\]

For small strains the relative volume change of a solid element is the sum of the three normal strains. Incompressibility sets it to zero:

\[
u'+\frac{2u}{r}=0 .
\]

Multiplication by \(r^2\) turns the left side into a total derivative:

\[
r^2u'+2ru=\frac{d}{dr}(r^2u)=0
\quad\Longrightarrow\quad
u=\frac{A}{r^2}.
\]

The constant \(A\) has the unit of volume. Its meaning follows from \(4\pi r^2u=4\pi A\): every spherical surface in the solid sweeps out the same volume. If the outer surface moves inward, the pore wall must move inward too, and by a larger distance because its area is smaller. The strains are

\[
\varepsilon_r=-\frac{2A}{r^3},\qquad \varepsilon_t=\frac{A}{r^3}.
\]

They add up to zero, as required, but they are not zero themselves. Each element of solid keeps its volume and changes its shape, and this change of shape is what the shear modulus resists.

### (b) What stresses hold the shell in equilibrium?

Find the radial stress \(\sigma_r\) and the hoop stress \(\sigma_t\), up to constants.

**Solution.** In an incompressible solid the strain fixes the stress only up to a uniform pressure on each element, because such a pressure produces no strain. We call this unknown pressure \(P(r)\) and write

\[
\sigma_r=-P+2G\varepsilon_r=-P-\frac{4GA}{r^3},
\qquad
\sigma_t=-P+2G\varepsilon_t=-P+\frac{2GA}{r^3}.
\]

Force balance determines \(P\). Take the thin layer between \(r\) and \(r+dr\), cut it in half by a plane through the centre, and consider the upper half. The radial stress on its outer surface pulls it up with the force \(\pi r^2\sigma_r\) evaluated at \(r+dr\), since a uniform normal stress on a hemisphere acts along the axis as if on its projected area. The radial stress on the inner surface pulls it down with \(\pi r^2\sigma_r\) evaluated at \(r\). The lower half pulls it down across the cut, a ring of area \(2\pi r\,dr\), with the force \(2\pi r\,\sigma_t\,dr\). The sum vanishes:

\[
\pi\,\frac{d}{dr}(r^2\sigma_r)\,dr-2\pi r\,\sigma_t\,dr=0 .
\]

We carry out the derivative and divide by \(\pi r^2dr\):

\[
\sigma_r'+\frac{2(\sigma_r-\sigma_t)}{r}=0 .
\]

From the stresses above,

\[
\sigma_r'=-P'+\frac{12GA}{r^4},
\qquad
\frac{2(\sigma_r-\sigma_t)}{r}=\frac{2}{r}\left(-\frac{6GA}{r^3}\right)=-\frac{12GA}{r^4}.
\]

The shear terms cancel and leave \(P'=0\). The pressure \(P\) is the same throughout the shell, so one boundary condition is enough to fix it.

### (c) What is the bulk modulus of one hollow sphere?

Let \(\Sigma\) be the stress applied at \(r=b\) and \(\theta\) the relative change of the total volume, pore included. Find \(K=\Sigma/\theta\), the volume strain of the pore, and the hoop stress at the pore wall.

**Solution.** The pore pressure does not change, so the wall carries no additional radial stress:

\[
\sigma_r(a)=-P-\frac{4GA}{a^3}=0
\quad\Longrightarrow\quad
P=-\frac{4GA}{a^3}.
\]

With this value the stress at the outer surface is

\[
\Sigma=\sigma_r(b)=4GA\left(\frac1{a^3}-\frac1{b^3}\right)
=\frac{4GA}{b^3}\,\frac{1-p}{p},
\]

where the last step uses \(1/a^3=1/(pb^3)\). The outer surface sweeps out the volume \(4\pi A\), and the sphere has the volume \(4\pi b^3/3\). Hence

\[
\theta=\frac{4\pi A}{4\pi b^3/3}=\frac{3A}{b^3}.
\]

The amplitude \(A\) cancels in the ratio:

\[
K=\frac{\Sigma}{\theta}=\frac{4G(1-p)}{3p}.
\]

The sphere is compressible although its solid is not. The volume it loses is pore volume. The pore also changes by \(4\pi A\), but it holds only the fraction \(p\) of the total volume, so its strain is

\[
\theta_{\rm pore}=\frac{3A}{a^3}=\frac{\theta}{p}.
\]

At the wall the hoop stress is

\[
\sigma_t(a)=\frac{4GA}{a^3}+\frac{2GA}{a^3}=\frac{6GA}{a^3}.
\]

Since \(\Sigma=4GA(1-p)/a^3\), the stress is concentrated by the factor

\[
\frac{\sigma_t(a)}{\Sigma}=\frac{3}{2(1-p)} .
\]

Two limits help in reading these formulas. As \(p\to0\) at fixed \(G\), \(K\) grows as \(4G/(3p)\) without limit, because there is less and less pore volume to give up. As \(p\to1\) the shell becomes thin, with thickness \(t\ll b\). Then \(1-p=1-(1-t/b)^3\approx3t/b\), and the stress ratio becomes \(b/(2t)\). A direct force balance on half of a thin shell, \(\pi b^2\Sigma=2\pi bt\,\sigma_t\), gives the same ratio.

### (d) Does the stored energy give the same modulus?

Find \(K\) again from the elastic energy, without using the pressure \(P\).

**Solution.** The energy density of a linear solid is half the sum of the products of stress and strain. The pressure contributes \(-\tfrac12P(\varepsilon_r+2\varepsilon_t)=0\), and the rest is

\[
w=G(\varepsilon_r^2+2\varepsilon_t^2)
=G\left(\frac{4A^2}{r^6}+\frac{2A^2}{r^6}\right)=\frac{6GA^2}{r^6}.
\]

Integration over the solid gives

\[
W=\int_a^b\frac{6GA^2}{r^6}\,4\pi r^2dr
=24\pi GA^2\int_a^b\frac{dr}{r^4}
=8\pi GA^2\left(\frac1{a^3}-\frac1{b^3}\right).
\]

A uniform body with bulk modulus \(K\), the same outer volume and the same volume strain would store

\[
\frac12K\theta^2\,\frac{4\pi b^3}{3}
=\frac12K\,\frac{9A^2}{b^6}\,\frac{4\pi b^3}{3}
=\frac{6\pi KA^2}{b^3}.
\]

Equating the two energies yields

\[
K=\frac{8Gb^3}{6}\left(\frac1{a^3}-\frac1{b^3}\right)
=\frac{4G}{3}\left(\frac1p-1\right)=\frac{4G(1-p)}{3p},
\]

in agreement with part (c). All the work done by the outside pressure is stored as shear energy of the solid. This is why a modulus for change of volume is proportional to \(G\).

### (e) Why does the assemblage have the modulus of one sphere?

A sphere in the material touches other spheres, not a fluid under uniform pressure. Show that the result for a single sphere nevertheless holds for the whole assemblage.

**Solution.** We impose the displacement \(\mathbf u=e\,\mathbf x\) on the outer boundary of a large sample, with a small constant \(e\). The sample's volume strain is then \(\theta=3e\). Inside a sphere with centre \(\mathbf X\) and outer radius \(b\), we try

\[
\mathbf u=e\,\mathbf X+A\,\frac{\mathbf x-\mathbf X}{|\mathbf x-\mathbf X|^3},
\qquad A=e\,b^3 .
\]

The first term shifts the sphere as a whole. The second is the field of part (a). On the sphere's surface \(|\mathbf x-\mathbf X|=b\), so that

\[
\mathbf u=e\,\mathbf X+e(\mathbf x-\mathbf X)=e\,\mathbf x .
\]

The centre has dropped out. Every surface moves as it would in a uniform dilation, and neighbours stay joined without gaps or overlap. The normal stress on the surface is

\[
\Sigma=\frac{4GA}{b^3}\,\frac{1-p}{p}=4Ge\,\frac{1-p}{p}=3Ke ,
\]

which is the same for large and small spheres because all share the same \(p\). Forces at the contacts therefore balance.

Suppose that the filling has been carried to some stage and gaps remain. Fill them for the moment with a uniform medium of bulk modulus \(K\) and any positive shear modulus. In it the displacement \(e\,\mathbf x\) gives the uniform stress \(3Ke\), which fits the spheres in both displacement and force. The joined field thus satisfies every condition of the problem. It is also the only solution. The difference of two solutions would vanish on the outer boundary and leave the pore walls free of force, so no work would be done and its elastic energy would be zero. Its strain would then vanish, and so would the difference itself.

At each stage the sample has the bulk modulus \(K\). As smaller spheres are added, the volume fraction of the auxiliary medium tends to zero, and with it the medium's share of the energy. Within linear elasticity the result is therefore exact for this assemblage.

The same matching can be seen from outside. Place one hollow sphere in an infinite medium with moduli \(K_o\) and \(G_o\) under a distant dilation \(e\). Outside the sphere \(u=er+C/r^2\), where \(C\) measures the disturbance. Continuity of displacement at \(r=b\) gives \(A=eb^3+C\). Continuity of radial stress, multiplied by \(b^3\), gives

\[
3K(eb^3+C)=3K_oeb^3-4G_oC
\quad\Longrightarrow\quad
C=\frac{3(K_o-K)\,eb^3}{3K+4G_o}.
\]

The disturbance vanishes for \(K_o=K\), whatever the value of \(G_o\). A numerical solution of the boundary conditions for \(p=0.3\) and \(G_o/G=0.1,\ 1,\ 7\) confirmed this: \(|C|/(eb^3)\) was below \(10^{-12}\) for \(K_o=K\) and above \(10^{-3}\) when \(K_o\) was raised by 10 %.

Porosity alone does not determine \(K\). If the same pore volume were collected in gaps that separate the solid into loose pieces, the material would offer no resistance to small changes of volume. The formula relies on closed shells of equal porosity.

### (f) How soft is a porous silicone film?

Take \(G=0.50\) MPa and \(p=0.30\), rough typical values for a soft silicone foam, and apply a pressure of 0.020 MPa from all sides. Find \(K\), the volume strains and the wall stress.

**Solution.** The modulus is

\[
K=\frac{4(0.50\ \text{MPa})(0.70)}{3(0.30)}=1.556\ \text{MPa}=1.556\times10^6\ \text{Pa}.
\]

A pressure is a negative stress, so \(\Sigma=-0.020\) MPa and

\[
\theta=-\frac{0.020}{1.556}=-1.29\ \%,
\qquad
\theta_{\rm pore}=\frac{-1.286\ \%}{0.30}=-4.29\ \%.
\]

The hoop stress at the pore wall is \(3/(2\times0.70)=2.14\) times the applied stress, or \(-0.043\) MPa.

Rubber itself has a bulk modulus of roughly 1000 MPa. With 30 % of pores the film is more than six hundred times softer against uniform pressure, because it can now respond by shear. Porosity is a strong control: at the same \(G\), the modulus is 6.0 MPa for \(p=0.1\) and 0.67 MPa for \(p=0.5\).

## II. Compressible solid, sealed air, substrate and large strain

The first half treated hollow spheres with pore radius \(a\), outer radius \(b\) and porosity \(p=a^3/b^3\), made of an incompressible solid of shear modulus \(G\). The displacement is \(u=A/r^2\), and the stresses are \(\sigma_r=-P-4GA/r^3\) and \(\sigma_t=-P+2GA/r^3\) with uniform \(P\). The applied stress \(\Sigma\), positive in tension, and the total volume strain \(\theta=3A/b^3\) define

\[
K=\frac{\Sigma}{\theta}=\frac{4G(1-p)}{3p}.
\]

The pore's volume strain is \(\theta/p\). For the silicone film, \(G=0.50\) MPa, \(p=0.30\) and \(K=1.556\) MPa. Each of the following parts changes one assumption and keeps the others.

### (g) When may the solid be treated as incompressible?

Give the solid a finite bulk modulus \(K_s\). Find the new effective modulus \(K_c\). Apply it to the silicone, with \(K_s=1000\) MPa, and to a stiff organosilicate glass with \(G=4.0\) GPa and Poisson ratio \(\nu=0.25\), both at \(p=0.30\).

**Solution.** A uniform dilation \(u=Br\) is now possible as well. Its three normal strains all equal \(B\), so it produces the uniform stress \(3K_sB\), which is in equilibrium by itself. The field \(A/r^2\) still has no volume strain and remains in equilibrium, as part (b) showed. By linearity the two may be added:

\[
u=Br+\frac{A}{r^2},\qquad
\sigma_r=3K_sB-\frac{4GA}{r^3}.
\]

The free pore wall requires \(3K_sB=4GA/a^3\). The applied stress then keeps its earlier form,

\[
\Sigma=4GA\left(\frac1{a^3}-\frac1{b^3}\right)=\frac{4GA(1-p)}{a^3},
\]

while the volume strain gains a term:

\[
\theta=\frac{3u(b)}{b}=3B+\frac{3A}{b^3}
=\frac{4GA}{K_sa^3}+\frac{3A}{b^3}.
\]

We divide by \(\Sigma\) term by term and use \(a^3/b^3=p\):

\[
\frac1{K_c}=\frac{\theta}{\Sigma}
=\frac{1}{(1-p)K_s}+\frac{3p}{4G(1-p)} .
\]

The second term is \(1/K\), so the compliances add: one part comes from compression of the solid, the other from its shear. The argument of part (e) carries over, because each surface still moves as in a uniform dilation and carries a stress independent of the sphere's size. The error of the incompressible formula follows on multiplying by \(K\):

\[
\frac{K}{K_c}=1+\frac{K}{(1-p)K_s}=1+\frac{4G}{3pK_s}.
\]

The simple formula therefore requires \(3pK_s\gg4G\). A solid that is nearly incompressible is not enough if the porosity is very small: as \(p\to0\), \(K_c\) tends to \(K_s\), whereas \(K\) diverges.

For the silicone the extra term is \(4(0.50)/(3\times0.30\times1000)=0.0022\). The modulus falls by 0.22 %, from 1.556 to 1.552 MPa.

For the glass we first need \(K_s\). Under a uniaxial stress \(s\) the axial strain is \(s/E\) and the lateral strains are \(-\nu s/E\), where \(E\) is Young's modulus. The mean stress \(s/3\) equals \(K_s\) times the volume strain \((1-2\nu)s/E\), which gives \(K_s=E/[3(1-2\nu)]\). The difference \(s\) between axial and lateral stress equals \(2G\) times the strain difference \((1+\nu)s/E\), which gives \(E=2G(1+\nu)\). Together,

\[
K_s=\frac{2G(1+\nu)}{3(1-2\nu)}
=\frac{2(4.0)(1.25)}{3(0.50)}\ \text{GPa}=6.67\ \text{GPa}.
\]

The extra term is now \(4(4.0)/(3\times0.30\times6.667)=2.67\). The incompressible formula gives 12.4 GPa, which exceeds even the modulus of the solid glass. The correct value for the assemblage is 3.39 GPa, smaller by a factor of 3.67. With this Poisson ratio \(K/K_c=1+0.8/p\), which is above 1.8 at every porosity. The incompressible formula is thus unsuitable for such a glass.

The formula for \(K_c\) was tested by minimising the elastic energy of a shell numerically, with no assumed form \(Br+A/r^2\). For \(p=0.1,\ 0.3,\ 0.6\) and \(K_s/G=5/3,\ 20,\ 2000\), the results agreed to within a relative \(10^{-6}\). At \(K_s/G=10^6\) the largest relative gap from the incompressible formula was \(1.33\times10^{-5}\). This is the term \(4G/(3pK_s)\) at \(p=0.1\).

For an incompressible solid, the assemblage of hollow spheres has the bulk modulus \(K=4G(1-p)/(3p)\); a finite \(K_s\) lowers this by only 0.22 % for the silicone, but by a factor of 3.67 for the stiff glass. It remains to examine sealed air, bonding to rigid plates and large strain, and to compare the model with a real film.

Numerical values quoted here were computed with a short program.
